# Circular dichroism of an exchange-split 2p level in photoemission: test program

```python
"""
Circular dichroism in photoemission from a spin-orbit and exchange split 2p level.

H = zeta l.s + B s_z (hbar = 1), light along +z, all emission directions and
spins collected.  Results under test:
  * closed forms for the six energies and their <l_z>;
  * I(q=+1) - I(q=-1) = (Rd^2 - Rs^2) <l_z> / 3 for each sublevel;
  * the sum of <l_z> over the 2p3/2 edge is -16 b/27 + 128 b^3/2187 + O(b^5),
    b = B/zeta, and the 2p1/2 edge has the opposite sum: zero only as b -> 0;
  * for unresolved lines the net/absolute area ratio of an edge stays finite.
Symbols: zeta spin-orbit constant, B exchange splitting of a pure spin,
Rs, Rd radial dipole amplitudes to s and d waves, sigma Gaussian width,
I0 intensity of one sublevel summed over the polarizations q = -1, 0, 1.
Levels are ordered by increasing binding energy, which is -energy.
"""
import math
import numpy as np
from scipy.special import lpmv

# Angular momentum matrices in the basis (m = 1, 0, -1) x (up, down)
l_z1 = np.diag([1.0, 0.0, -1.0])
l_plus1 = math.sqrt(2) * np.diag([1.0, 1.0], 1)
s_z1 = np.diag([0.5, -0.5])
s_plus1 = np.array([[0.0, 1.0], [0.0, 0.0]])
LZ = np.kron(l_z1, np.eye(2))
SZ = np.kron(np.eye(3), s_z1)
LS = np.kron(l_z1, s_z1) + 0.5 * (np.kron(l_plus1, s_plus1.T)
                                  + np.kron(l_plus1.T, s_plus1))


def diagonalize(zeta, B):
    """Energies (descending), eigenvectors (columns), <l_z>, <s_z>."""
    energy, vec = np.linalg.eigh(zeta * LS + B * SZ)
    energy, vec = energy[::-1], vec[:, ::-1]
    lz = np.einsum('ik,ij,jk->k', vec, LZ, vec)
    sz = np.einsum('ik,ij,jk->k', vec, SZ, vec)
    return energy, vec, lz, sz


def closed_form(zeta, B):
    """Derived energies and <l_z>, sorted by descending energy."""
    rp = math.sqrt(B**2 + zeta * B + 2.25 * zeta**2)
    rm = math.sqrt(B**2 - zeta * B + 2.25 * zeta**2)
    rows = [(zeta / 2 + B / 2, 1.0), (zeta / 2 - B / 2, -1.0)]
    for root in (1, -1):
        rows.append((-zeta / 4 + root * rp / 2,
                     0.5 * (1 - root * (zeta / 2 + B) / rp)))
        rows.append((-zeta / 4 + root * rm / 2,
                     -0.5 * (1 - root * (zeta / 2 - B) / rm)))
    return np.array(sorted(rows, reverse=True)).T


# Energies and orbital moments: matrix diagonalization against closed forms
for b in (0.01, 0.1, 0.5, 1.0, 3.0):
    e_num, _, lz_num, _ = diagonalize(1.0, b)
    e_formula, lz_formula = closed_form(1.0, b)
    assert np.allclose(e_num, e_formula, atol=1e-11)
    assert np.allclose(lz_num, lz_formula, atol=1e-10)
    rm = math.sqrt(b**2 - b + 2.25)
    rp = math.sqrt(b**2 + b + 2.25)
    edge_formula = 0.5 * ((0.5 - b) / rm - (0.5 + b) / rp)
    assert abs(lz_num[:4].sum() - edge_formula) < 1e-10
    assert abs(lz_num.sum()) < 1e-11
    assert abs(np.dot(lz_num, e_num)) < 1e-10
    # reversing the exchange field reverses every line of the pattern
    e_rev, _, lz_rev, _ = diagonalize(1.0, -b)
    assert np.allclose(e_rev, e_num, atol=1e-11)
    assert np.allclose(lz_rev, -lz_num, atol=1e-10)

# Weak-exchange series of the edge sum; the remainder is of fifth order
for b in (0.05, 0.1, 0.2):
    edge = diagonalize(1.0, b)[2][:4].sum()
    assert abs(edge - (-16 * b / 27 + 128 * b**3 / 2187)) < 0.1 * b**5

# Weak-exchange line positions, moments, and first moments of each edge
b = 1e-4
e_num, _, lz_num, _ = diagonalize(1.0, b)
m_j = np.array([1.5, 0.5, -0.5, -1.5, -0.5, 0.5])
edge_center = np.array([0.5] * 4 + [-1.0] * 2)
slope = np.array([1 / 3] * 4 + [-1 / 3] * 2)
lz_weak = m_j * np.array([2 / 3] * 4 + [4 / 3] * 2)
shift = (e_num - edge_center) / b
assert np.allclose(shift, slope * m_j, atol=1e-3)
assert np.allclose(lz_num, lz_weak, atol=1e-3)
assert abs(np.dot(lz_num[:4], shift[:4]) - 10 / 9) < 1e-3
assert abs(np.dot(lz_num[4:], shift[4:]) + 2 / 9) < 1e-3

# Photoelectron amplitude on a grid of directions (exact for these harmonics)
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
n_phi = 16
phi_nodes = 2 * np.pi * np.arange(n_phi) / n_phi
COS, PHI = np.meshgrid(cos_nodes, phi_nodes, indexing='ij')
WEIGHT = np.outer(cos_weights, np.full(n_phi, 2 * np.pi / n_phi))


def harmonic(l, m):
    if m < 0:
        return (-1)**m * np.conj(harmonic(l, -m))
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - m) / math.factorial(l + m))
    return norm * lpmv(m, l, COS) * np.exp(1j * m * PHI)


def intensities(vec, rs, rd, phase_s, phase_d):
    """Angle- and spin-integrated intensity, rows q = -1, 0, 1, columns levels."""
    result = np.zeros((3, 6))
    for iq, q in enumerate((-1, 0, 1)):
        dipole = math.sqrt(4 * math.pi / 3) * harmonic(1, q)
        waves = []
        for m in (1, 0, -1):
            source = dipole * harmonic(1, m)
            wave = np.zeros_like(source)
            for l, radial, phase in ((0, rs, phase_s), (2, rd, phase_d)):
                for mf in range(-l, l + 1):
                    y = harmonic(l, mf)
                    element = np.sum(WEIGHT * np.conj(y) * source)
                    wave = wave + ((-1j)**l * np.exp(1j * phase)
                                   * radial * element * y)
            waves.append(wave)
        waves = np.array(waves)
        for k in range(6):
            coeff = vec[:, k].reshape(3, 2)
            for spin in (0, 1):
                amp = np.tensordot(coeff[:, spin], waves, axes=(0, 0))
                result[iq, k] += np.sum(WEIGHT * np.abs(amp)**2)
    return result


# Worked example: chosen model parameters
zeta, B, ratio, sigma = 8.0, 0.8, 0.1, 0.4
energy, vec, lz, sz = diagonalize(zeta, B)
assert np.allclose(lz + sz, m_j, atol=1e-10)

for test_ratio, ps, pd in ((0.1, 0.3, 1.2), (1.0, 2.0, -0.4), (3.0, 0.0, 0.9)):
    inten = intensities(vec, math.sqrt(test_ratio), 1.0, ps, pd)
    assert np.allclose(inten[2] - inten[0], (1 - test_ratio) * lz / 3, atol=1e-10)
    assert np.allclose(inten.sum(axis=0), (2 + test_ratio) / 3, atol=1e-10)

inten = intensities(vec, math.sqrt(ratio), 1.0, 0.3, 1.2)
I0 = inten.sum(axis=0).mean()
I_plus, I_minus = inten[2] / I0, inten[0] / I0
dichroism = I_plus - I_minus
kappa = (1 - ratio) / (2 + ratio)
assert np.allclose(dichroism, kappa * lz, atol=1e-10)
assert list(np.sign(dichroism)) == [1, 1, -1, -1, -1, 1]

# Gaussian-broadened spectrum on the binding-energy axis
step = 0.002
axis = np.arange(-10.0, 14.0, step)
in_32 = axis < zeta / 4          # midway between the two edges


def broadened(level_energy, strength):
    x = axis[:, None] + level_energy[None, :]
    gauss = np.exp(-x**2 / (2 * sigma**2)) / (sigma * math.sqrt(2 * math.pi))
    return gauss @ strength


def area_ratio(spectrum, window):
    part = spectrum[window]
    return abs(part.sum()) / np.abs(part).sum()


spectrum = broadened(energy, dichroism)
net_32 = spectrum[in_32].sum() * step
net_12 = spectrum[~in_32].sum() * step
assert abs(net_32 - dichroism[:4].sum()) < 1e-8
assert abs(net_12 - dichroism[4:].sum()) < 1e-8

# Net/absolute area ratio for B far below the linewidth
e_small, _, lz_small, _ = diagonalize(zeta, 1e-3 * zeta)
weak_spectrum = broadened(e_small, kappa * lz_small)
limit_32 = 8 / 15 * math.sqrt(math.pi / 2) * sigma / zeta
limit_12 = 8 / 3 * math.sqrt(math.pi / 2) * sigma / zeta
weak_32 = area_ratio(weak_spectrum, in_32)
weak_12 = area_ratio(weak_spectrum, ~in_32)
# the formulas are leading order in sigma/zeta; the next term is below 1 percent
assert abs(weak_32 / limit_32 - 1) < 0.005
assert abs(weak_12 / limit_12 - 1) < 0.02

print(f"Spin-orbit constant zeta = {zeta:.1f} eV")
print(f"Exchange splitting B = {B:.1f} eV, b = B/zeta = {B/zeta:.2f}")
print(f"Radial ratio Rs^2/Rd^2 = {ratio:.1f}")
print(f"Gaussian standard deviation sigma = {sigma:.1f} eV")
print(f"Dichroism factor kappa = {kappa:.4f}")
print("Levels by increasing binding energy (intensities in units of I0)")
print("edge  m_j  energy/eV   <l_z>    <s_z>     I+      I-     I+ - I-")
for k in range(6):
    edge_name = "3/2" if k < 4 else "1/2"
    print(f"{edge_name}  {m_j[k]:+.1f}  {energy[k]:+8.4f}  {lz[k]:+.4f}  "
          f"{sz[k]:+.4f}  {I_plus[k]:.4f}  {I_minus[k]:.4f}  {dichroism[k]:+.4f}")
print("Weak-exchange estimates: m_j, energy/eV, <l_z>, I+ - I- (I0)")
for k in range(6):
    e_weak = zeta * edge_center[k] + B * slope[k] * m_j[k]
    print(f"  {m_j[k]:+.1f}  {e_weak:+8.4f}  {lz_weak[k]:+.4f}  "
          f"{kappa*lz_weak[k]:+.4f}")
print(f"Sum of <l_z>, 2p3/2 edge = {lz[:4].sum():+.5f}")
print(f"Sum of <l_z>, 2p1/2 edge = {lz[4:].sum():+.5f}")
print(f"Linear estimate -16b/27 = {-16*B/zeta/27:+.5f}")
print(f"Edge integral of I+ - I-, 2p3/2 = {dichroism[:4].sum():+.5f} I0")
print(f"Edge integral of I+ - I-, 2p1/2 = {dichroism[4:].sum():+.5f} I0")
print(f"Integral over both edges, magnitude = {abs(dichroism.sum()):.5f} I0")
print("Sum of <l_z> over 2p3/2 for weaker exchange:")
for b in (0.05, 0.01, 0.001):
    edge = diagonalize(1.0, b)[2][:4].sum()
    print(f"  b = {b:.3f}: sum = {edge:+.6f}, sum/b = {edge/b:+.5f}")
print("Broadened dichroism extrema (binding energy from centroid):")
for name, window in (("2p3/2", in_32), ("2p1/2", ~in_32)):
    xs, ys = axis[window], spectrum[window]
    for kind, i in (("max", ys.argmax()), ("min", ys.argmin())):
        print(f"  {name} {kind}: {ys[i]:+.4f} I0/eV at {xs[i]:+.2f} eV")
print("Net area / absolute area of the broadened dichroism:")
print(f"  at B = {B:.1f} eV: 2p3/2 {area_ratio(spectrum, in_32):.4f}, "
      f"2p1/2 {area_ratio(spectrum, ~in_32):.4f}")
print(f"  at B = {1e-3*zeta:.3f} eV: 2p3/2 {weak_32:.4f}, 2p1/2 {weak_12:.4f}")
print(f"  limit formula: 2p3/2 {limit_32:.4f}, 2p1/2 {limit_12:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Spin-orbit constant zeta = 8.0 eV
Exchange splitting B = 0.8 eV, b = B/zeta = 0.10
Radial ratio Rs^2/Rd^2 = 0.1
Gaussian standard deviation sigma = 0.4 eV
Dichroism factor kappa = 0.4286
Levels by increasing binding energy (intensities in units of I0)
edge  m_j  energy/eV   <l_z>    <s_z>     I+      I-     I+ - I-
3/2  +1.5   +4.4000  +1.0000  +0.5000  0.5714  0.1429  +0.4286
3/2  +0.5   +4.1449  +0.3047  +0.1953  0.3728  0.2422  +0.1306
3/2  -0.5   +3.8788  -0.3639  -0.1361  0.2337  0.3897  -0.1560
3/2  -1.5   +3.6000  -1.0000  -0.5000  0.1429  0.5714  -0.4286
1/2  -0.5   -7.8788  -0.6361  +0.1361  0.1948  0.4675  -0.2726
1/2  +0.5   -8.1449  +0.6953  -0.1953  0.4844  0.1864  +0.2980
Weak-exchange estimates: m_j, energy/eV, <l_z>, I+ - I- (I0)
  +1.5   +4.4000  +1.0000  +0.4286
  +0.5   +4.1333  +0.3333  +0.1429
  -0.5   +3.8667  -0.3333  -0.1429
  -1.5   +3.6000  -1.0000  -0.4286
  -0.5   -7.8667  -0.6667  -0.2857
  +0.5   -8.1333  +0.6667  +0.2857
Sum of <l_z>, 2p3/2 edge = -0.05920
Sum of <l_z>, 2p1/2 edge = +0.05920
Linear estimate -16b/27 = -0.05926
Edge integral of I+ - I-, 2p3/2 = -0.02537 I0
Edge integral of I+ - I-, 2p1/2 = +0.02537 I0
Integral over both edges, magnitude = 0.00000 I0
Sum of <l_z> over 2p3/2 for weaker exchange:
  b = 0.050: sum = -0.029622, sum/b = -0.59245
  b = 0.010: sum = -0.005926, sum/b = -0.59259
  b = 0.001: sum = -0.000593, sum/b = -0.59259
Broadened dichroism extrema (binding energy from centroid):
  2p3/2 max: +0.4224 I0/eV at -4.48 eV
  2p3/2 min: -0.4474 I0/eV at -3.54 eV
  2p1/2 max: +0.1262 I0/eV at +8.39 eV
  2p1/2 min: -0.0961 I0/eV at +7.58 eV
Net area / absolute area of the broadened dichroism:
  at B = 0.8 eV: 2p3/2 0.0385, 2p1/2 0.1692
  at B = 0.008 eV: 2p3/2 0.0334, 2p1/2 0.1656
  limit formula: 2p3/2 0.0334, 2p1/2 0.1671
ALL CHECKS PASSED
```
